# Image-potential levels outside a perfect conductor with an impenetrable surface

## 1. Definitions and conventions

A flat conductor fills the half-space \(z<0\). An electron of charge \(-1\) and free mass moves in the vacuum \(z>0\). Hartree atomic units are used, with conversions to eV and nm for results. Energies are measured from the vacuum level, the energy of an electron at rest far from the surface. A level at \(E<0\) has binding energy \(-E\).

The ideal model makes two separate assumptions about the surface:

- **Perfect screening.** The conductor is an equipotential at every instant, so its response is static and has no thickness.
- **Impenetrability.** The wavefunction vanishes at \(z=0\).

The first gives the potential, the second the boundary condition. A real metal may come close to one and fail the other. The surface is also taken as infinite and smooth, with no applied field, and the electron as non-relativistic. The result to be derived is

\[
E_n=-\frac{1}{32n^2}\ \text{hartree}=-\frac{0.850\ \text{eV}}{n^2},\qquad n=1,2,3,\dots
\]

## 2. The image potential and its factor of one half

Let the electron be at height \(z\). In the vacuum, the electrostatic potential must have the electron as its source and vanish on the plane. The electron together with a fictitious charge \(+1\) at height \(-z\) does both: every point of the plane is equally far from the two charges. Since the boundary values and sources fix the potential, this is the field outside.

The charges are \(2z\) apart, so the electron feels the attractive force

\[
F_z(z)=-\frac{1}{(2z)^2}=-\frac{1}{4z^2}.
\]

The potential energy is minus the work done by this force as the electron comes in from infinity:

\[
V(z)=-\int_\infty^z F_z(s)\,ds=\int_\infty^z\frac{ds}{4s^2}
=\left[-\frac{1}{4s}\right]_\infty^z=-\frac{1}{4z}.
\]

Two fixed charges \(\pm1\) at this separation would have energy \(-1/(2z)\). The energy here is half of that because the image is not fixed: it moves as the electron moves.

## 3. Separation and the boundary condition

The potential depends on \(z\) alone. Write \(\Psi=e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}u(z)\). The motion along the surface contributes \(k_\parallel^2/2\), and the normal motion obeys

\[
-\frac12u''-\frac{1}{4z}u=Eu .
\]

The total energy is \(E_n+k_\parallel^2/2\). Each \(E_n\) is therefore the bottom of a two-dimensional subband.

Near the wall, \(u''\approx-u/(2z)\). One solution starts as \(u\approx z\). For another, put \(u\approx1\) on the right and integrate twice:

\[
u'\approx-\tfrac12\ln z,\qquad u\approx1-\tfrac12(z\ln z-z).
\]

Both are finite at \(z=0\), hence both are square integrable there. Normalization alone would not select discrete energies: for any \(E<0\) one may take the solution that decays at large \(z\). The condition \(u(0)=0\) is extra physical information, supplied by the wall. It keeps the first solution, up to a constant factor.

## 4. Quantization

For \(E<0\), set \(E=-\kappa^2/2\) with \(\kappa>0\). The equation becomes \(u''+u/(2z)-\kappa^2u=0\). At large \(z\) solutions behave mainly as \(e^{\pm\kappa z}\), so write \(u=e^{-\kappa z}w\). Then

\[
u''=e^{-\kappa z}(w''-2\kappa w'+\kappa^2w),
\qquad
w''-2\kappa w'+\frac{w}{2z}=0 .
\]

Insert \(w=\sum_{j\ge0}c_jz^{j+1}\), which satisfies \(w(0)=0\). The coefficient of \(z^j\) is

\[
(j+2)(j+1)c_{j+1}-2\kappa(j+1)c_j+\tfrac12c_j=0 .
\]

With \(\nu=1/(4\kappa)\), so that \(1/2=2\kappa\nu\),

\[
c_{j+1}=\frac{2\kappa(j+1)-\frac12}{(j+1)(j+2)}c_j
=\frac{2\kappa(j+1-\nu)}{(j+1)(j+2)}c_j .
\]

Suppose the series does not terminate. Once \(j+1\ge4\nu\), we have \((j+1-\nu)/(j+1)\ge3/4\), so

\[
\frac{c_{j+1}}{c_j}\ge\frac{3\kappa/2}{j+2}.
\]

The later terms share one sign and are at least as large as those of an exponential series with exponent \(3\kappa z/2\), apart from a fixed power of \(z\). Thus \(|u|\) grows at least as \(e^{\kappa z/2}\) times a power, and is not normalizable.

The series terminates when \(\nu=n\), a positive integer. Then \(w\) is a polynomial of degree \(n\), \(u\) decays, and

\[
\kappa_n=\frac{1}{4n},\qquad E_n=-\frac{\kappa_n^2}{2}=-\frac{1}{32n^2}.
\]

The first two functions, without normalization, are \(ze^{-z/4}\) and \(z(1-z/8)e^{-z/8}\).

It remains to exclude \(E\ge0\). Let \(k^2=2E+1/(2z)\), so \(u''=-k^2u\), and define \(Q=u'^2+k^2u^2\). Its derivative is

\[
Q'=2u'u''+2k^2uu'+(k^2)'u^2=-\frac{u^2}{2z^2}.
\]

Because \(k^2\ge1/(2z)\), we have \(u^2\le2zQ\), hence \(Q'\ge-Q/z\) and \((zQ)'\ge0\). So \(Q\) is at least a positive constant divided by \(z\), and its integral to infinity diverges. If \(u\) were square integrable at large \(z\), so would be \(u''=-k^2u\), and then \(u'\); the integral of \(Q\) would converge. This contradiction rules out bound states at \(E\ge0\).

## 5. Distance from the surface and energy balance

The equation is that of hydrogen \(s\) states with nuclear charge \(1/4\). The weak attraction makes the states large. To find their size, put \(G=2(V-E)\), so \(u''=Gu\), and take \(f=z\) or \(f=z^2\). Then

\[
(fu'^2)'=f'u'^2+fG(u^2)' .
\]

Integrate from 0 to infinity. Boundary terms vanish, and integrating the last term by parts gives

\[
0=\int f'u'^2dz-\int(fG)'u^2dz .
\]

For both choices \(f''\) is constant, so

\[
\int f'u'^2dz=-\int u(f'u')'dz
=-\int f''uu'\,dz-\int f'Gu^2dz=-\int f'Gu^2dz,
\]

because \(\int uu'dz=[u^2/2]_0^\infty=0\). Combining the two results,

\[
\langle2f'(V-E)+fV'\rangle=0 .
\]

For \(f=z\), \(zV'=-V\), so \(2\langle V\rangle-2E-\langle V\rangle=0\) and \(\langle V\rangle=2E\). The mean kinetic energy is then \(-E\).

For \(f=z^2\), \(4zV=-1\) and \(z^2V'=1/4\), so

\[
-1-4E\langle z\rangle+\frac14=0,\qquad
\langle z\rangle=-\frac{3}{16E_n}=6n^2 .
\]

Diagonalization on a grid gives the same bindings within 0.1 meV, and these distances:

| \(n\) | Binding (eV) | Mean distance (nm) |
|---|---:|---:|
| 1 | 0.850 | 0.318 |
| 2 | 0.213 | 1.270 |
| 3 | 0.0945 | 2.858 |
| 4 | 0.0531 | 5.080 |

The lowest state lies at an atomic distance from the surface, where details of a real surface matter. Higher states lie farther out, but are more easily disturbed by weak fields and lateral structure.

## 6. What replaces the series when reflection is imperfect

Near threshold, let \(x=\sqrt{2z}\) and \(u=xC_1(x)\), where \(C_m\) is a Bessel or Hankel function. Since \(dx/dz=1/x\) and \((xC_1)'=xC_0\), where the prime means \(d/dx\),

\[
\frac{du}{dz}=C_0(x),\qquad
\frac{d^2u}{dz^2}=-\frac{C_1(x)}{x}=-\frac{u}{2z}.
\]

This is the wave equation at \(E=0\). With time factor \(e^{-iEt}\), \(H_1^{(2)}\) travels towards the surface and \(H_1^{(1)}\) away from it. A surface with reflection amplitude \(r\) gives

\[
u=x\left[H_1^{(2)}(x)+rH_1^{(1)}(x)\right].
\]

For the ideal wall \(r=1\): the sum is \(2xJ_1(x)\), which vanishes at \(z=0\).

The reflected electron turns back at \(z_t=1/(2\kappa^2)\), where its kinetic energy vanishes. The phase collected between the surface and this point is

\[
\int_0^{z_t}\kappa\sqrt{\frac{z_t}{z}-1}\,dz
=\kappa\frac{\pi z_t}{2}=\frac{\pi}{4\kappa}=\pi\nu .
\]

At small \(z\) the phase from 0 to \(z\) is \(\int_0^zds/\sqrt{2s}=x\). The semiclassical wave that decays beyond \(z_t\) is thus proportional to \(\cos(\pi\nu-x-\pi/4)\). For large \(x\), the Hankel waves have phases \(\pm(x-3\pi/4)\). Equating the ratios of outgoing to incoming waves gives

\[
re^{-3\pi i/2}=e^{-2\pi i\nu+i\pi/2},\qquad r=e^{-2\pi i\nu}.
\]

Writing \(r=|r|e^{i\theta}\) with \(-\pi<\theta\le\pi\),

\[
\nu=n-\frac{\theta}{2\pi}+\frac{i}{2\pi}\ln|r|,
\qquad E=-\frac{1}{32\nu^2}.
\]

This is a near-threshold approximation. It separates two cases.

**Total reflection.** In a band gap the inner wave decays, and its logarithmic derivative \(L=u'/u\) at the matching point is real. Matching gives

\[
r=-\frac{H_0^{(2)}-LxH_1^{(2)}}{H_0^{(1)}-LxH_1^{(1)}} .
\]

Numerator and denominator are complex conjugates, so \(|r|=1\). The levels remain sharp, but a phase \(\theta\ne0\) shifts them away from \(0.850/n^2\) eV.

**Loss into the metal.** If \(|r|<1\), \(E\) is complex. The probability decays as \(e^{-\Gamma t}\) with \(\Gamma=-2\,\mathrm{Im}\,E\). For \(\nu_r=\mathrm{Re}\,\nu\gg|\mathrm{Im}\,\nu|\), expansion with \(dE/d\nu=1/(16\nu^3)\) gives

\[
\Gamma\approx\frac{1}{16\nu_r^3}\,\frac{-\ln|r|^2}{2\pi}.
\]

Width and level spacing both fall as \(\nu_r^{-3}\). Going to higher \(n\) therefore does not make their ratio vanish.

## 7. Worked example: a growing aluminium film

Take an fcc-Al film in a sputtering chamber. The rough typical inputs are a lattice constant of 0.405 nm, three valence electrons per atom, a work function of 4.3 eV and a substrate at 450 K.

The free-electron Fermi energy is 11.65 eV. The vacuum level thus lies

\[
V_0=11.65+4.3=15.95\ \text{eV}
\]

above the band bottom. Is there a gap there? A weak-lattice estimate for normal motion, with rough Fourier terms of 0.5 eV, puts the second band at 7.4 to 27.0 eV for the (111) face and 9.7 to 36.2 eV for the (100) face. This estimate keeps only reciprocal vectors along the normal. With the full fcc set the lower edges barely move, but the second band ends near 26 eV on both faces, so the 36.2 eV edge belongs to the one-dimensional model only. In both cases the vacuum level is inside an allowed band. The metal offers propagating states, and the assumed wall is missing.

To size the leakage, let the potential be \(-V_0\) inside and join it to the image potential where they are equal, at \(z_c=1/(4V_0)\), or 0.0226 nm. The inner wave \(e^{-iqz}\), with \(q=\sqrt{2V_0}\), runs into the metal, so \(L=-iq\). At \(x_c=\sqrt{2z_c}\) the product is

\[
qx_c=\sqrt{2V_0}\sqrt{\frac{1}{2V_0}}=1,
\]

and the reflection amplitude becomes

\[
r=-\frac{H_0^{(2)}(x_c)+iH_1^{(2)}(x_c)}
{H_0^{(1)}(x_c)+iH_1^{(1)}(x_c)} .
\]

The reflectivity \(|r|^2\) is 0.0528, and direct integration of the wave equation gives the same value. About 95% of the incident flux enters the metal at each encounter.

Matching the decaying outer wave to the inner wave at the actual complex energy gives:

| Resonance | Energy (eV) | Width (eV) |
|---|---:|---:|
| 1 | −0.480 | 0.354 |
| 2 | −0.160 | 0.066 |
| 3 | −0.078 | 0.022 |

For these three, the threshold formula reproduces the complex \(\nu\) within \(0.05/n^2\). The first width exceeds the distance to the second resonance, \(0.480-0.160=0.320\) eV. The second is smaller than the next distance, 0.082 eV, but comparable with it. In the limit of high \(n\) the ratio of width to spacing tends to \(-\ln(0.0528)/(2\pi)=0.47\). This model of aluminium has broad resonances, with widths comparable to their spacings, in place of a sharp level at −0.850 eV.

## 8. Finite screening with the wall kept

Now restore the wall and relax perfect screening. In the Thomas–Fermi description the potential inside the metal obeys \(\nabla^2\phi=k_s^2\phi\). For a lateral wave number \(q\), the potential near the surface is \(Ae^{qz}+Be^{-qz}\) outside and \(Ce^{pz}\) inside, with \(p=\sqrt{q^2+k_s^2}\). Continuity of potential and slope gives

\[
A+B=C,\qquad q(A-B)=pC,\qquad \frac BA=-\frac{p-q}{p+q}.
\]

An electron at height \(z\) has \(A=-(2\pi/q)e^{-qz}\). The induced potential returns to it with another factor \(e^{-qz}\). Summing over lateral waves with \(q\,dq/(2\pi)\), and multiplying by the charge \(-1\) and the factor one half for induced charge,

\[
V(z)=-\frac12\int_0^\infty e^{-2qz}\frac{p-q}{p+q}\,dq .
\]

For \(k_s\to\infty\) the fraction is 1 and \(V=-1/(4z)\) returns. For \(z\gg1/k_s\) small \(q\) dominates, the fraction is about \(e^{-2q/k_s}\), and

\[
V(z)\approx-\frac{1}{4(z+1/k_s)} .
\]

In this model, whose metal electrons end sharply at \(z=0\), the effective image plane lies one screening length inside the metal. Electrons spilling out of a real surface can move it outward. For the aluminium density this length is 0.0487 nm. With the full integral for \(V\), rather than this large-\(z\) form, the binding falls from 0.850 to 0.544 eV for \(n=1\), by 36% of the ideal value, and from 0.213 to 0.167 eV for \(n=2\), by 21%. A short screening length matters because the lowest state is itself close to the surface. These shifts belong to a model with a wall and must not be added to the resonance energies of Section 7.

The same matching treats an insulating half-space of static permittivity \(\varepsilon\). The slope condition becomes \(A-B=\varepsilon C\), so \(-B/A=(\varepsilon-1)/(\varepsilon+1)\). The potential is multiplied by this factor. Replacing \(1/4\) by the weaker charge in the recurrence makes \(\kappa_n\) proportional to the factor, so with an impenetrable surface

\[
E_n=-\frac{1}{32n^2}\left(\frac{\varepsilon-1}{\varepsilon+1}\right)^2 .
\]

This is for an insulator much thicker than the electron's distance from it, whose whole static polarization follows the electron. In an ionic crystal the lattice part of the polarization can be too slow for that, and the static \(\varepsilon\) is then not a safe input. A thin insulating layer on a metal needs a potential that includes both interfaces.

## 9. Field, terraces, dynamics and temperature

**Sheath field.** Take a rough field of 0.0030 MV/cm that pushes electrons away from the film. It adds \(-Fz\), with first-order shift \(-F\langle z\rangle=-6n^2F\), or −0.095 meV for \(n=1\). The combined potential has a maximum where

\[
\frac{1}{4z^2}-F=0,\qquad z_s=\frac{1}{2\sqrt F},\qquad
V(z_s)=-\frac{\sqrt F}{2}-\frac{\sqrt F}{2}=-\sqrt F .
\]

This saddle is 34.6 nm from the surface at −20.8 meV. Six unshifted levels lie below it, and seven if the first-order shift is included. The seventh has unshifted energy −17.4 meV and first-order shift about −4.7 meV, a large fraction, but solving the full potential puts it at −22.4 meV, still below the saddle. The eighth, at about −20.4 meV, lies just above the saddle and has a width of about 0.6 meV. Even levels below the saddle can tunnel outward, at rates not calculated here.

**Terraces.** On a square terrace of side \(\ell\) with hard edges, the lowest lateral energy is \(2\times\pi^2/(2\ell^2)=\pi^2/\ell^2\). For \(\ell=10\) nm it is 7.5 meV, small beside the ideal 0.638 eV spacing between \(n=1\) and 2. By \(n=4\), however, the mean distance of 5.1 nm is half the terrace width, so an infinite flat surface is a doubtful description.

**Dynamic response.** A surface charge oscillation requires \(\varepsilon(\omega)=-1\). With \(\varepsilon=1-\omega_p^2/\omega^2\), this gives \(\omega_s=\omega_p/\sqrt2\), or 11.16 eV here. The ideal spacing between \(n=1\) and 2 is 0.057 of this energy. That favours static screening for the slow part of the motion, but does not establish it close to the surface, where the electron is fast.

**Occupation.** The ideal first level lies \(4.3-0.85=3.45\) eV above the Fermi level. At 450 K the thermal energy is 38.8 meV, and the equilibrium occupation is of order \(10^{-39}\). Such a level is empty unless electrons are excited into it or arrive from outside.

## 10. Reading the formula for a real film

The aluminium inputs are ordinary rough values; sheath fields and terrace widths vary strongly with deposition conditions. For this film the assumption that fails most seriously is impenetrability. In the free-electron model of Section 7 its removal moves the first energy from −0.850 to −0.480 eV and gives it a width of 0.354 eV. That model omits lattice scattering, inelastic decay and the true shape of the surface barrier, so these numbers show that the ideal level fails but do not predict a measured spectrum. The widths depend strongly on the abrupt join at \(z_c\): a smoother barrier can reflect much less and broaden the resonances further. With the outer potential \(-(1-e^{-\lambda z})/(4z)\) joined smoothly to the same inner depth and \(\lambda\) from 0.9 to 1.7 inverse bohr, the reflectivity is 0.0005 to 0.012, the first width 0.74 to 0.59 eV and the first energy −0.29 to −0.47 eV.

The value 0.850 eV is therefore a reference for a surface that both screens and reflects well. If a gap covers the relevant energies at the given \(\mathbf k_\parallel\), elastic escape into the bulk is closed as long as \(\mathbf k_\parallel\) is conserved (steps and defects can reopen it, and inelastic decay remains), and a sharp series can survive, with shifts set by the reflection phase and by screening. High conductivity alone does not ensure this. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
IDEAL WALL, energies from the vacuum level
Rydberg constant of series: 0.03125 hartree
Rydberg constant of series: 0.8504 eV
n=1 binding, formula: 0.8504 eV
n=1 binding, grid: 0.8503 eV
n=1 mean distance, grid: 0.318 nm
n=2 binding, formula: 0.2126 eV
n=2 binding, grid: 0.2126 eV
n=2 mean distance, grid: 1.270 nm
n=3 binding, formula: 0.0945 eV
n=3 binding, grid: 0.0945 eV
n=3 mean distance, grid: 2.858 nm
n=4 binding, formula: 0.0531 eV
n=4 binding, grid: 0.0531 eV
n=4 mean distance, grid: 5.080 nm
ALUMINIUM FILM, rough inputs
lattice constant: 0.405 nm
valence electrons per atom: 3
work function: 4.3 eV
substrate temperature: 450 K
sheath field: 0.0030 MV/cm
terrace width: 10 nm
lattice Fourier terms: 0.5 eV
TRANSMISSION INTO THE METAL
Fermi energy: 11.65 eV
vacuum above band bottom: 15.95 eV
(111) second band: 7.4 to 27.0 eV
(100) second band: 9.7 to 36.2 eV
image cutoff distance: 0.0226 nm
threshold reflectivity, formula: 0.0528
threshold reflectivity, direct: 0.0528
resonance 1: energy -0.480 eV, width 0.354 eV
resonance 2: energy -0.160 eV, width 0.066 eV
resonance 3: energy -0.078 eV, width 0.022 eV
OTHER NEGLECTED EFFECTS
screening length: 0.0487 nm
n=1 binding, screened: 0.544 eV
n=2 binding, screened: 0.167 eV
surface plasmon energy: 11.16 eV
n=1 to 2 spacing / plasmon: 0.057
n=1 sheath shift: -0.095 meV
sheath saddle energy: -20.8 meV
sheath saddle distance: 34.6 nm
levels below saddle, unshifted: 6
levels below saddle, shifted: 7
terrace confinement: 7.52 meV
thermal energy: 38.8 meV
n=1 height above Fermi level: 3.45 eV
log10 of n=1 thermal occupation: -38.6
```
